# Clebsch-Gordan coefficients without sums: next-to-highest and lowest total angular momentum, part 2

Two angular momenta with fixed $j_1$ and $j_2$ are coupled to $\mathbf J = \mathbf J_1 + \mathbf J_2$, with $\hbar = 1$. We seek single-term formulas for

$$ C(m_1, m_2) = \langle j_1 m_1 ; j_2 m_2 | J M \rangle , \qquad M = m_1 + m_2 . $$

In the Condon-Shortley convention, ladder matrix elements are non-negative,

$$ J_\pm |j m\rangle = \sqrt{(j \mp m)(j \pm m + 1)} \; |j, m \pm 1\rangle , \tag{1} $$

and the coefficient at $M = J$, $m_1 = j_1$ is positive. Let $\psi(m_1, m_2)$ be the amplitudes of a state. The top state, $M = J$, obeys $J_+ \psi = 0$, which for $m_1 + m_2 = J + 1$ reads

$$ \sqrt{(j_1 + m_1)(j_1 - m_1 + 1)} \; \psi(m_1 - 1, m_2) + \sqrt{(j_2 + m_2)(j_2 - m_2 + 1)} \; \psi(m_1, m_2 - 1) = 0 . \tag{2} $$

Lower states follow from

$$ J_- |J, M+1\rangle = \sqrt{(J + M + 1)(J - M)} \; |J M\rangle . \tag{3} $$

For $J = j_1 + j_2 - 1$ (both $j_1, j_2 \ge 1/2$), the amplitudes were $g_M w / \sqrt D$, with $w = j_2 m_1 - j_1 m_2$ and

$$ D(m_1, m_2) = (j_1 + m_1)! \, (j_1 - m_1)! \, (j_2 + m_2)! \, (j_2 - m_2)! $$

Lowering $g_M w$ involved the prefactors $j_1 - m_1$ and $j_2 - m_2$, which vanish at the edges. The results were

$$ g_M = g_{M+1} \sqrt{\frac{J - M}{J + M + 1}} , \tag{9} $$

$$ N^2 = \frac{4 \, (2 j_1 - 1)! \, (2 j_2 - 1)!}{(2 j_1 + 2 j_2) \, (2J)!} , \tag{11} $$

where $N$ is the normalization constant in $g_M$, and, for $|M| \le J$,

$$ C = 2 \, (j_2 m_1 - j_1 m_2) \sqrt{ \frac{(2 j_1 - 1)! \, (2 j_2 - 1)! \, (J + M)! \, (J - M)!}{(2 j_1 + 2 j_2) \, (2J)! \; D(m_1, m_2)} } . \tag{12} $$

That top state had two components. Now take $J = j_1 - j_2$, with $j_1 \ge j_2$ for the moment. On every line $|M| \le J$, all values of $m_2$ from $-j_2$ to $j_2$ occur.

**Q:** That is the difficulty. The top state had two components before, and now it has $2 j_2 + 1$. Why should a single term suffice?

**A:** Because the top condition simplifies. In (2) we have $m_1 + m_2 = J + 1 = j_1 - j_2 + 1$, and therefore

$$ j_1 - m_1 + 1 = j_2 + m_2 . $$

The same factor $\sqrt{j_2 + m_2}$ stands in both terms. It is not zero, since $m_1 \le j_1$ implies $m_2 \ge 1 - j_2$. Dividing it out leaves

$$ \sqrt{j_1 + m_1} \; \psi(m_1 - 1, m_2) = - \sqrt{j_2 - m_2 + 1} \; \psi(m_1, m_2 - 1) . \tag{14} $$

Each step along the line changes the sign and multiplies by a ratio of square roots, which is what a ratio of factorials does. The solution is

$$ \psi(m_1, m_2) \propto (-1)^{j_2 + m_2} \sqrt{ \frac{(j_1 + m_1)!}{(j_2 - m_2)!} } \qquad (M = J) . \tag{15} $$

To check it, form the ratio of $\psi(m_1 - 1, m_2)$ to $\psi(m_1, m_2 - 1)$. The signs give $-1$, the numerators give $1/\sqrt{j_1 + m_1}$, and the denominators give $\sqrt{j_2 - m_2 + 1}$, as (14) demands.

**Q:** This holds at the top. Further down, the relation between $m_1$ and $m_2$ is different.

**A:** So (15) must be written in a form that can be continued. At $M = J$ we have $j_1 - m_1 = j_2 + m_2$, and nothing changes if the root is multiplied by $(j_1 - m_1)!$ and divided by $(j_2 + m_2)!$. This gives a pattern that treats both signs of $m$ alike:

$$ s(m_1, m_2) = (-1)^{j_2 + m_2} \sqrt{ \frac{(j_1 + m_1)! \, (j_1 - m_1)!}{(j_2 + m_2)! \, (j_2 - m_2)!} } . \tag{16} $$

Apply $J_-$ to it and look at the component on $(m_1, m_2)$ with $M \le J - 1$. Raising $m_1$ by one multiplies the numerator under the root by $(j_1 + m_1 + 1)/(j_1 - m_1)$. The first term becomes

$$ \sqrt{(j_1 + m_1 + 1)(j_1 - m_1)} \; s(m_1 + 1, m_2) = (j_1 + m_1 + 1) \, s . $$

Raising $m_2$ by one multiplies the denominator by $(j_2 + m_2 + 1)/(j_2 - m_2)$ and reverses the sign. The second term becomes

$$ \sqrt{(j_2 + m_2 + 1)(j_2 - m_2)} \; s(m_1, m_2 + 1) = - (j_2 - m_2) \, s . $$

Their sum is

$$ J_- : \quad s \;\to\; (j_1 - j_2 + m_1 + m_2 + 1) \, s = (J + M + 1) \, s . \tag{17} $$

Again the factor depends on $M$ alone, and the pattern is reproduced.

**Q:** Earlier the prefactors vanished at the edges. Now your first term has the prefactor $j_1 + m_1 + 1$, which at $m_1 = j_1$ is $2 j_1 + 1$. There the true contribution is zero.

**A:** The identity does fail at $m_1 = j_1$, but that point does not occur. For $M \le J - 1$,

$$ m_1 = M - m_2 \le J - 1 + j_2 = j_1 - 1 . $$

The product states with $m_1 = j_1$ lie on lines with $M \ge j_1 - j_2 = J$, so they are never the target of a lowering step within this level. For the second term the edge $m_2 = j_2$ is reached, and there the prefactor $j_2 - m_2$ vanishes as it should.

**Q:** Then finish the normalization. I expect a sum over all $2 j_2 + 1$ components.

**A:** There is one, and it can be done in closed form. First put $\psi = h_M s$. By (17) and (3),

$$ h_{M+1} (J + M + 1) = \sqrt{(J + M + 1)(J - M)} \; h_M , \qquad h_M = h_{M+1} \sqrt{\frac{J + M + 1}{J - M}} . $$

This ratio is the inverse of the one in (9), so the factorials now stand in the denominator:

$$ h_M = \frac{K}{\sqrt{(J + M)! \, (J - M)!}} . \tag{18} $$

At $M = J$ set $k = j_2 - m_2$, which runs from $0$ to $2 j_2$. Then $j_1 + m_1 = j_1 + J - m_2 = 2J + k$, and (15) gives

$$ 1 = \frac{K^2}{(2J)!} \sum_{k=0}^{2 j_2} \frac{(2J + k)!}{k!} = K^2 \sum_{k=0}^{2 j_2} \binom{2J + k}{k} . $$

The sum follows from

$$ \sum_{k=0}^{n} \binom{r + k}{k} = \binom{r + n + 1}{n} . $$

For $n = 0$ both sides are $1$. If it holds for $n$, adding the next term $\binom{r + n + 1}{n + 1}$ gives $\binom{r + n + 2}{n + 1}$ by Pascal's rule, which is the statement for $n + 1$. With $r = 2J$, $n = 2 j_2$ and $2J + 2 j_2 = 2 j_1$ the sum is $\binom{2 j_1 + 1}{2 j_2}$, and

$$ K^2 = \frac{(2 j_2)! \, (2J + 1)!}{(2 j_1 + 1)!} . \tag{19} $$

At $m_1 = j_1$, $m_2 = -j_2$ the sign in (16) is $+1$, as the convention requires. For $J = j_1 - j_2 \ge 0$ and $|M| \le J$ the coefficient is

$$ C = (-1)^{j_2 + m_2} \sqrt{ \frac{(2 j_2)! \, (2J + 1)! \, (j_1 + m_1)! \, (j_1 - m_1)!}{(2 j_1 + 1)! \, (J + M)! \, (J - M)! \, (j_2 + m_2)! \, (j_2 - m_2)!} } . \tag{20} $$

**Q:** Does it give sensible answers where I know them?

**A:** For $j_2 = 0$ all factorials cancel and $C = 1$. For $j_1 = j_2 = j$ the level is $J = 0$ with $m_2 = -m_1$. The factorials containing $m_1$ and $m_2$ cancel, and $C = (-1)^{j - m_1} / \sqrt{2j + 1}$: all product states have equal weight.

The limit of large $j_1$ shows the geometry. Let $j_1 \pm m_1$ be much larger than $(2 j_2)^2$, so that $n!/(n - k)! \approx n^k$, whose relative error is about $k(k - 1)/(2n)$, can be used for $k \le 2 j_2$, and put $m_1 = j_1 \cos\theta$. Along a line of fixed $M$, $m_1$ changes by at most $2 j_2$, so $\theta$ is constant to leading order. Since $J + M = j_1 + m_1 - (j_2 - m_2)$ and $J - M = j_1 - m_1 - (j_2 + m_2)$, to leading order

$$ \frac{(j_1 + m_1)!}{(J + M)!} \approx (j_1 + m_1)^{j_2 - m_2} , \qquad \frac{(j_1 - m_1)!}{(J - M)!} \approx (j_1 - m_1)^{j_2 + m_2} , $$

and $(2J + 1)! / (2 j_1 + 1)! \approx (2 j_1)^{-2 j_2}$. Hence

$$ C^2 \approx \binom{2 j_2}{j_2 + m_2} \left( \sin^2 \tfrac{\theta}{2} \right)^{j_2 + m_2} \left( \cos^2 \tfrac{\theta}{2} \right)^{j_2 - m_2} . $$

This is a binomial distribution with mean $m_2 = j_2 (\sin^2 \tfrac{\theta}{2} - \cos^2 \tfrac{\theta}{2}) = - j_2 \cos\theta$. The small angular momentum points against the large one.

**Q:** And if $j_2$ is the larger one?

**A:** Then $J = j_2 - j_1$, and (20) with the labels 1 and 2 exchanged gives the state up to a sign. The exchanged sign factor is $(-1)^{j_1 + m_1}$. At $m_1 = j_1$ it equals $(-1)^{2 j_1}$, whereas the convention asks for $+1$ there. Multiplying by $(-1)^{2 j_1}$ gives $(-1)^{3 j_1 + m_1}$, which equals $(-1)^{j_1 - m_1}$ because the exponents differ by the even number $2 (j_1 + m_1)$. So the labels are exchanged under the root, and the sign is $(-1)^{j_1 - m_1}$.

**Q:** For $j_2 = 1/2$ the values $j_1 + j_2 - 1$ and $j_1 - j_2$ coincide. One formula has a linear factor and the other has none. Do they agree?

**A:** They must, and they do. Take $m_2 = +1/2$, so that $J + M = j_1 + m_1$ and $J - M = j_1 - m_1 - 1$. In (12) the linear factor is $w = -(j_1 - m_1)/2$, the constant (11) is $N^2 = 4/(2 j_1 + 1)$, and the remaining factorials give $1/(j_1 - m_1)$ under the root. In (20) the sign is $-1$, $K^2 = 1/(2 j_1 + 1)$, and the remaining factorials give $j_1 - m_1$. Both yield

$$ C = - \sqrt{\frac{j_1 - m_1}{2 j_1 + 1}} \quad (m_2 = \tfrac12) , \qquad C = + \sqrt{\frac{j_1 + m_1}{2 j_1 + 1}} \quad (m_2 = - \tfrac12) , $$

where the second case follows in the same way with $w = (j_1 + m_1)/2$.

**Q:** I work with 3j symbols. What changes?

**A:** A phase and a factor:

$$ \begin{pmatrix} j_1 & j_2 & J \\ m_1 & m_2 & -M \end{pmatrix} = \frac{(-1)^{j_1 - j_2 + M}}{\sqrt{2J + 1}} \; C . $$

With (20) the exponents add up to $j_1 + m_1 + 2 m_2$. Since $2 m_2$ and $2 j_2$ have the same parity, the sign for $J = j_1 - j_2$ is $(-1)^{j_1 + m_1 + 2 j_2}$, and $(2J + 1)!$ under the root is replaced by $(2J)!$.

**Q:** Show me numbers, in a case where the coefficients decide something physical.

**A:** Take a model with $L = 2$, $S = 1$ and $H = \lambda \, \mathbf L \cdot \mathbf S$, where $\lambda = 0.05$ eV is a chosen round value. With $j_1 = L$ and $j_2 = S$ the levels are $J = 3, 2, 1$. Since $\mathbf L \cdot \mathbf S = \tfrac12 (\mathbf J^2 - \mathbf L^2 - \mathbf S^2)$,

$$ E_J = \frac{\lambda}{2} \left[ J(J + 1) - 8 \right] , \qquad E_3 = 0.10 , \quad E_2 = -0.05 , \quad E_1 = -0.15 \ \text{eV} . $$

Formula (12) covers $J = 2$ and (20) covers $J = 1$. The constants are

$$ N^2 = \frac{4 \cdot 3! \cdot 1!}{6 \cdot 4!} = \frac16 , \qquad K^2 = \frac{2! \cdot 3!}{5!} = \frac{1}{10} . $$

For the product state $|1, -1\rangle$ we have $w = 1 \cdot 1 - 2 \cdot (-1) = 3$ and $D = 3! \, 1! \, 0! \, 2! = 12$, so

$$ C_{J=2} = 3 \sqrt{\frac16 \cdot \frac{2! \, 2!}{12}} = 0.7071 , \qquad C_{J=1} = + \sqrt{\frac{1}{10} \cdot \frac{3! \, 1!}{1! \, 1! \, 0! \, 2!}} = 0.5477 . $$

The weights are $0.5$ and $0.3$. The squared coefficients of one product state over all $J$ add up to one, which leaves $0.2$ for $J = 3$. For $|0, 0\rangle$ the linear factor is zero. The $J = 1$ weight is $4/10 = 0.4$, and $0.6$ remains for $J = 3$.

**Q:** You obtained the $J = 3$ weight by subtraction. Is there a check that does not assume it?

**A:** The mean energy is one. The ladder parts of $\mathbf L \cdot \mathbf S$ have no diagonal elements in the product basis, so the mean of $H$ in $|m_1, m_2\rangle$ is $\lambda m_1 m_2$. From the weights of $|1, -1\rangle$,

$$ 0.2 \cdot 0.10 + 0.5 \cdot (-0.05) + 0.3 \cdot (-0.15) = -0.05 \ \text{eV} , $$

which is $\lambda \cdot 1 \cdot (-1)$. For $|0, 0\rangle$ the result is $0.6 \cdot 0.10 - 0.4 \cdot 0.15 = 0$, also as required. That state is far from an energy eigenstate all the same: its energy spread is $\sqrt{0.6 \cdot 0.10^2 + 0.4 \cdot 0.15^2} = 0.1225$ eV.

**Q:** What does the zero coefficient decide?

**A:** Add an energy $\delta = 0.03$ eV to the product state $|0, 0\rangle$ alone. The state $|J = 2, M = 0\rangle$ has no component on it, so the added term gives zero when it acts on that state. It remains an eigenstate at $-0.05$ eV, whatever the size of $\delta$.

The other two $M = 0$ levels do move. To first order the shifts are $\delta$ times the weights, $0.0180$ eV for $J = 3$ and $0.0120$ eV for $J = 1$. Diagonalization gives $0.01884$ and $0.01116$ eV, which differ from first order by $\pm 0.00084$ eV. The difference is mainly the second-order repulsion between these two levels, which are $0.25$ eV apart:

$$ \frac{\delta^2 \cdot 0.6 \cdot 0.4}{0.25 \ \text{eV}} = 0.00086 \ \text{eV} , $$

upwards for $J = 3$ and downwards for $J = 1$. The remaining $0.00002$ eV comes from higher orders in $\delta$. The protection depends on where the energy is added. The same energy placed on $|1, -1\rangle$ would shift the $J = 2$, $M = 0$ level to first order by $0.5 \, \delta$.

**Q:** How far have the two formulas been checked, and where do they stop?

**A:** For all $j_1$ and $j_2$ from $1/2$ to $4$ they agree with coefficients built by repeated lowering to within rounding, as the numerical output shows. The same tests found the zeros of (12) at $m_1 / j_1 = m_2 / j_2$ and nowhere else. When $j_1$ and $j_2$ are both at least $1/2$, neither formula covers the highest level $J = j_1 + j_2$ or the levels strictly between $|j_1 - j_2|$ and $j_1 + j_2 - 1$.

## Values computed for the example and the checks

```
Tests, all j1 and j2 from 1/2 to 4.0
coefficients compared, J=j1+j2-1: 1808
zeros among them: 48
largest deviation, J=j1+j2-1: 2.2e-15
coefficients compared, J=j1-j2: 450
largest deviation, J=j1-j2: 3.9e-15
largest deviation, J=j2-j1 (j2>j1): 2.3e-15
largest deviation from general sum: 1.1e-16
largest deviation of 3j symbols: 5.6e-17
|C| for j1=3 m1=1, j2=3/2 m2=1/2, J=7/2: 0.000000
Model L=2, S=1
lambda = 0.050 eV
level J=3: 0.100 eV
level J=2: -0.050 eV
level J=1: -0.150 eV
N^2 for J=2: 0.166667
K^2 for J=1: 0.100000
m1 m2 | j2*m1-j1*m2 | C(J=2) | C(J=1)
 2 -1 |    4 |  0.577350 |  0.774597
 1  0 |    1 |  0.408248 | -0.547723
 0  1 |   -2 | -0.707107 |  0.316228
 1 -1 |    3 |  0.707107 |  0.547723
 0  0 |    0 |  0.000000 | -0.632456
-1  1 |   -3 | -0.707107 |  0.547723
weights of |0,0>: J=3: 0.6000, J=2: 0.0000, J=1: 0.4000
  mean energy 0.0000 eV
  energy spread 0.1225 eV
weights of |1,-1>: J=3: 0.2000, J=2: 0.5000, J=1: 0.3000
  mean energy -0.0500 eV
  energy spread 0.0866 eV
extra energy on |0,0>: 0.030 eV
M=0 shift, J=3: first order 0.01800 eV, full 0.01884 eV
M=0 shift, J=2: first order 0.00000 eV, full 0.00000 eV
M=0 shift, J=1: first order 0.01200 eV, full 0.01116 eV
```
